\section*{Charge conjugation in the Dirac equation, tested on a bound electron, part 1}

(Sections cited here and not found follow in the later parts.)

Take a particle of unit mass and charge $q$ at rest in a region where the electrostatic potential has a constant value $\phi_0$. Hartree atomic units are used throughout: $\hbar=m_e=e=1$, the electron has $q=-1$, and the speed of light is $c=1/\alpha$ with $\alpha$ the fine-structure constant. For a wave function that does not depend on position, the Dirac equation in the standard representation reduces to
\begin{equation}
i\,\partial_t\psi=(\beta c^2+q\phi_0)\,\psi,\qquad \beta=\mathrm{diag}(1,1,-1,-1).
\label{rest}
\end{equation}
The unit columns $e_1,e_2$ solve it with energy $+c^2+q\phi_0$, and $e_3,e_4$ solve it with energy $-c^2+q\phi_0$. The same equation with charge $-q$ has the energies $+c^2-q\phi_0$ and $-c^2-q\phi_0$, which are the energies of the first problem with their signs reversed. Complex conjugation reverses the sign of a frequency: from $\psi=e_1\,e^{-i(c^2+q\phi_0)t}$ it makes
\begin{equation}
\psi^*=e_1\,e^{-i(-c^2-q\phi_0)t}.
\end{equation}
The time dependence is now that of the lower level for charge $-q$, but the column is wrong, since that level needs $e_3$ or $e_4$. A constant matrix $B$ must carry upper components into lower ones. Conjugating \eqref{rest} gives $-i\partial_t\psi^*=(\beta c^2+q\phi_0)\psi^*$, because $\beta$ and $\phi_0$ are real. Multiplying by $-B$ gives
\begin{equation}
i\,\partial_t(B\psi^*)=\left(-B\beta B^{-1}c^2-q\phi_0\right)B\psi^* ,
\end{equation}
and this is \eqref{rest} with $q\to-q$ exactly when $B\beta B^{-1}=-\beta$. The sign of the charge relative to $i\partial_t$ is reversed by the conjugation alone, and the matrix serves to restore the mass term. A particle at rest fixes only that $B$ has vanishing diagonal $2\times2$ blocks. Whether $e_1$ goes to $e_3$, to $e_4$ or to a mixture is decided by the terms that describe motion.

For the full equation let $x^0=ct$, $\partial_\mu=\partial/\partial x^\mu$, $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$ and $A^\mu=(\phi/c,\mathbf A)$, so that $A_\mu=(\phi/c,-\mathbf A)$, with $\mathbf A$ normalized such that the kinetic momentum is $-i\nabla-q\mathbf A$. The potentials are given real functions of space and time, and the components of $\psi$ are ordinary complex functions. The equation is
\begin{equation}
D(q)\psi=0,\qquad D(q)=\gamma^\mu\,(i\partial_\mu-qA_\mu)-c ,
\label{dirac}
\end{equation}
where the last term is $mc/\hbar$ with $m=\hbar=1$, and the $\gamma^\mu$ are any four $4\times4$ matrices with
\begin{equation}
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,1 .
\label{clifford}
\end{equation}
Any such set is called a representation. Written out, $D(q)=\gamma^0(i\partial_t-q\phi)/c+\gamma^k(i\partial_k+qA^k)-c$, summed over $k=1,2,3$. Multiplying from the left by $c\gamma^0$ and using $(\gamma^0)^2=1$ gives
\begin{equation}
c\gamma^0D(q)=i\partial_t-h(q),\qquad h(q)=c\,\boldsymbol\alpha\cdot(-i\nabla-q\mathbf A)+\beta c^2+q\phi,
\label{ham}
\end{equation}
with $\alpha^k=\gamma^0\gamma^k$ and $\beta=\gamma^0$. Equation \eqref{rest} is the case $\nabla\psi=0$, $\mathbf A=0$.

Statements that hold in every representation must come from \eqref{clifford} alone, and the tool is the set of ordered products. For each subset $A=\{\mu_1<\dots<\mu_n\}$ of $\{0,1,2,3\}$ put $\Gamma_A=\gamma^{\mu_1}\cdots\gamma^{\mu_n}$, with $\Gamma_\emptyset=1$, and call $n$ the rank. The ranks $0,\dots,4$ contain $1,4,6,4,1$ products, sixteen in all. By \eqref{clifford}, different $\gamma$'s anticommute and $(\gamma^\mu)^2=g^{\mu\mu}=\pm1$ (no sum). Moving $\gamma^\mu$ through $\Gamma_A$ costs a sign for each factor other than $\gamma^\mu$ itself:
\begin{equation}
\gamma^\mu\Gamma_A=(-1)^{n}\,\Gamma_A\gamma^\mu\quad(\mu\notin A),\qquad
\gamma^\mu\Gamma_A=(-1)^{n-1}\,\Gamma_A\gamma^\mu\quad(\mu\in A).
\label{pass}
\end{equation}
Moving $\gamma^\mu$ only as far as its place in the ordering, and squaring it if it meets itself there, gives
\begin{equation}
\gamma^\mu\Gamma_A=s(\mu,A)\,\Gamma_{A'},\qquad s(\mu,A)=\pm1,
\label{shift}
\end{equation}
where $A'$ is $A$ with $\mu$ added if it was absent and removed if it was present. The sign $s$ is fixed by \eqref{clifford} and is the same in every representation, and for fixed $\mu$ the map $A\to A'$ permutes the sixteen subsets. Repeated use of \eqref{shift} shows that $\Gamma_A\Gamma_B=\pm\Gamma_E$, where $E$ contains the indices that lie in exactly one of $A$ and $B$. In particular $\Gamma_A^2=\pm1$ and $\Gamma_A^{-1}=\pm\Gamma_A$.

Every $\Gamma_A$ other than $1$ anticommutes with some $\gamma^\mu$. By \eqref{pass}, for $n=2$ or $4$ any $\mu\in A$ will do, and for $n=1$ or $3$ any $\mu\notin A$, which exists because $n<4$. The cyclic property of the trace then gives $\operatorname{tr}\Gamma_A=\operatorname{tr}\left(\gamma^\mu\Gamma_A(\gamma^\mu)^{-1}\right)=-\operatorname{tr}\Gamma_A$, so the trace vanishes. Since $\Gamma_A^{-1}\Gamma_B=\pm\Gamma_E$ with $E$ empty only for $A=B$,
\begin{equation}
\operatorname{tr}\left(\Gamma_A^{-1}\Gamma_B\right)=4\,\delta_{AB}.
\label{gram}
\end{equation}
If $\sum_Bx_B\Gamma_B=0$, multiplying by $\Gamma_A^{-1}$ and taking the trace gives $4x_A=0$. The sixteen products are linearly independent, and because the $4\times4$ matrices form a space of dimension sixteen, they are a basis of it. A matrix $X$ that commutes with the four $\gamma^\mu$ commutes with all $\Gamma_A$, hence with every matrix, and in particular with the matrix $E_{ij}$ that has a single entry $1$ in row $i$ and column $j$. The $(a,j)$ element of $XE_{ij}=E_{ij}X$ reads $X_{ai}=\delta_{ai}X_{jj}$, so $X$ is diagonal with equal entries: it is a multiple of the unit matrix.

These facts give Pauli's theorem: if $\gamma^\mu$ and $\gamma'^\mu$ are two $4\times4$ sets that obey \eqref{clifford}, there is an invertible $T$, unique up to a factor, with
\begin{equation}
\gamma^\mu T=T\gamma'^\mu .
\label{pauli}
\end{equation}
To construct it, build $\Gamma'_A$ from $\gamma'^\mu$ in the same way, choose any matrix $Y$ and set
\begin{equation}
T=\sum_A\Gamma_A\,Y\,\Gamma_A'^{-1}.
\label{sum}
\end{equation}
Equation \eqref{shift} holds for the primed set with the same sign, $\gamma'^\mu\Gamma'_A=s\,\Gamma'_{A'}$. Inverting both sides gives $\Gamma_A'^{-1}(\gamma'^\mu)^{-1}=s\,\Gamma_{A'}'^{-1}$, that is $\Gamma_A'^{-1}=s\,\Gamma_{A'}'^{-1}\gamma'^\mu$. Therefore
\begin{equation}
\gamma^\mu T=\sum_A s\,\Gamma_{A'}\,Y\,s\,\Gamma_{A'}'^{-1}\gamma'^\mu=\sum_{A'}\Gamma_{A'}Y\,\Gamma_{A'}'^{-1}\,\gamma'^\mu=T\gamma'^\mu ,
\end{equation}
since $s^2=1$ and $A'$ runs over all subsets. The sum is nonzero for some $Y$. With $Y=E_{ij}$ its elements are $T_{ab}=\sum_A(\Gamma_A)_{ai}(\Gamma_A'^{-1})_{jb}$. If these vanished for all $i,j,a,b$, then $\sum_A(\Gamma_A)_{ai}\Gamma_A'^{-1}=0$ for each $a,i$, and the independence of the matrices $\Gamma_A'^{-1}=\pm\Gamma'_A$ would force $(\Gamma_A)_{ai}=0$ for all $A$, which is false for $\Gamma_\emptyset=1$. Next, every nonzero solution of \eqref{pauli} is invertible. From \eqref{pauli}, $\Gamma_AT=T\Gamma'_A$. If $Tv=0$ for a column $v\ne0$, then $T\Gamma'_Av=\Gamma_ATv=0$, hence $TMv=0$ for every matrix $M$, because the $\Gamma'_A$ are a basis. Any column $w$ equals $Mv$ with $M=wv^\dagger/(v^\dagger v)$, so $T=0$. Finally, if $T_1$ and $T_2$ are nonzero solutions, then $\gamma^\mu T_1T_2^{-1}=T_1\gamma'^\mu T_2^{-1}=T_1T_2^{-1}\gamma^\mu$, so $T_1T_2^{-1}$ is a multiple of $1$.

The first use of the theorem is the definition of $\bar\psi$. The adjoint of \eqref{clifford} shows that the matrices $\gamma^{\mu\dagger}$ obey the same algebra, so there is an invertible $H$ with
\begin{equation}
H\gamma^\mu=\gamma^{\mu\dagger}H .
\label{Hdef}
\end{equation}
The adjoint of \eqref{Hdef} is $\gamma^{\mu\dagger}H^\dagger=H^\dagger\gamma^\mu$, the same equation for $H^\dagger$, so $H^\dagger=\lambda H$. Taking the adjoint once more gives $H=\lambda^*H^\dagger=|\lambda|^2H$, so $|\lambda|=1$. With $\mu^2=\lambda$, $|\mu|=1$, one has $(\mu H)^\dagger=\mu^*\lambda H=\mu H$. Thus $H$ can be taken Hermitian, which leaves a real factor free, and the Dirac adjoint is
\begin{equation}
\bar\psi=\psi^\dagger H .
\end{equation}
The current $\bar\psi\gamma^\mu\psi$ is then real, because $(H\gamma^\mu)^\dagger=\gamma^{\mu\dagger}H=H\gamma^\mu$. A representation is called unitary here if $\gamma^{0\dagger}=\gamma^0$ and $\gamma^{k\dagger}=-\gamma^k$, which makes each $\gamma^\mu$ a unitary matrix. In that case $H=\gamma^0$ solves \eqref{Hdef}: for $\mu=0$ both sides are $1$, and for $\mu=k$ the equation reads $\gamma^0\gamma^k=-\gamma^k\gamma^0$. The form $\bar\psi=\psi^\dagger\gamma^0$ belongs to unitary representations only. In the non-unitary representation of the numerical check, obtained from the Dirac matrices with a random matrix of condition number $7.91$, the best multiple of $\gamma^0$ misses $H$ by $0.92$ of the norm of $H$.

The condition on the charge-conjugation matrix follows from asking what equation $\bar\psi^{\,T}$ obeys. The adjoint of \eqref{dirac} reverses the order of matrix and column and conjugates the numbers. With $q$, $A_\mu$ and $c$ real,
\begin{equation}
-i(\partial_\mu\psi^\dagger)\gamma^{\mu\dagger}-qA_\mu\psi^\dagger\gamma^{\mu\dagger}-c\,\psi^\dagger=0 .
\end{equation}
Multiplying from the right by $H$ and using \eqref{Hdef} gives
\begin{equation}
-i(\partial_\mu\bar\psi)\gamma^\mu-qA_\mu\bar\psi\gamma^\mu-c\,\bar\psi=0 ,
\end{equation}
and transposing turns the row back into a column:
\begin{equation}
\left[-\gamma^{\mu T}(i\partial_\mu+qA_\mu)-c\right]\bar\psi^{\,T}=0 .
\label{transposed}
\end{equation}
The combination $i\partial_\mu+qA_\mu$ already belongs to charge $-q$. What differs from $D(-q)$ is the matrix, $-\gamma^{\mu T}$ in place of $\gamma^\mu$. Multiply \eqref{transposed} by an invertible constant matrix $C$ and insert $C^{-1}C$ before $\bar\psi^{\,T}$:
\begin{equation}
\left[-C\gamma^{\mu T}C^{-1}(i\partial_\mu+qA_\mu)-c\right]C\bar\psi^{\,T}=0 .
\label{withC}
\end{equation}
The bracket equals $D(-q)=\gamma^\mu(i\partial_\mu+qA_\mu)-c$ if and only if
\begin{equation}
C\gamma^{\mu T}C^{-1}=-\gamma^\mu,\qquad\text{equivalently}\qquad C\gamma^{\mu T}=-\gamma^\mu C .
\label{Cdef}
\end{equation}
Such a $C$ exists. The transpose of \eqref{clifford} is $\gamma^{\nu T}\gamma^{\mu T}+\gamma^{\mu T}\gamma^{\nu T}=2g^{\mu\nu}$, and a common sign drops out of a product of two factors, so $\gamma'^\mu=-\gamma^{\mu T}$ obeys the algebra. For this set \eqref{pauli} reads $\gamma^\mu T=-T\gamma^{\mu T}$, which is \eqref{Cdef} with $C=T$. So $C$ exists in every $4\times4$ representation, is invertible, is unique up to a complex factor, and is given explicitly by the sum \eqref{sum}. With it \eqref{withC} states
\begin{equation}
D(q)\psi=0\quad\Longrightarrow\quad D(-q)\psi_c=0,\qquad \psi_c=C\bar\psi^{\,T}.
\label{main}
\end{equation}

The opposite sign in \eqref{Cdef} also has a solution, since $+\gamma^{\mu T}$ obeys the algebra as well. For $C_+\gamma^{\mu T}C_+^{-1}=+\gamma^\mu$ the bracket in \eqref{withC} becomes $-[\gamma^\mu(i\partial_\mu+qA_\mu)+c]$: the charge is reversed and so is the sign of the mass term. The two matrices are related through $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$, which by \eqref{pass} with $n=4$ anticommutes with every $\gamma^\mu$. Indeed $\gamma^5C\gamma^{\mu T}=-\gamma^5\gamma^\mu C=\gamma^\mu\gamma^5C$, so $C_+\propto\gamma^5C$. The minus sign in \eqref{Cdef} is the choice that returns the equation with the mass term it started with.

The symmetry of $C$ follows in two steps. Transposing $C\gamma^{\mu T}=-\gamma^\mu C$ gives $\gamma^\mu C^T=-C^T\gamma^{\mu T}$, which is the same equation for $C^T$. By uniqueness $C^T=\varepsilon C$, and transposing again gives $C=\varepsilon C^T=\varepsilon^2C$, so $\varepsilon=\pm1$. The free factor in $C$ cannot change $\varepsilon$. To find the sign, transpose $\Gamma_AC$ for a product of rank $n$:
\begin{align}
(\gamma^{\mu_1}\cdots\gamma^{\mu_n}C)^T
&=C^T\gamma^{\mu_nT}\cdots\gamma^{\mu_1T}
=\varepsilon\,C\gamma^{\mu_nT}\cdots\gamma^{\mu_1T}\nonumber\\
&=\varepsilon(-1)^n\,\gamma^{\mu_n}\cdots\gamma^{\mu_1}C
=\varepsilon(-1)^n(-1)^{n(n-1)/2}\,\gamma^{\mu_1}\cdots\gamma^{\mu_n}C .
\end{align}
The third step moves $C$ to the right through $n$ factors with \eqref{Cdef}. The fourth restores the order of $n$ mutually anticommuting factors, which takes $(n-1)+(n-2)+\dots+1=n(n-1)/2$ exchanges. Adding the exponents,
\begin{equation}
(\Gamma_AC)^T=\varepsilon\,(-1)^{n(n+1)/2}\,\Gamma_AC .
\label{signs}
\end{equation}
For $n=0,1,2,3,4$ the exponent is $0,1,3,6,10$, so the factor is $+,-,-,+,+$. Ranks $0$, $3$ and $4$ give $1+4+1=6$ matrices with symmetry $\varepsilon$, and ranks $1$ and $2$ give $4+6=10$ matrices with symmetry $-\varepsilon$. The sixteen matrices $\Gamma_AC$ are linearly independent, since a vanishing combination multiplied by $C^{-1}$ would be a vanishing combination of the $\Gamma_A$. An antisymmetric $4\times4$ matrix is fixed by the $4\cdot3/2=6$ entries above its diagonal, so at most six antisymmetric matrices can be independent. The choice $\varepsilon=+1$ would produce ten. Hence $\varepsilon=-1$:
\begin{equation}
C^T=-C
\label{antisym}
\end{equation}
in every $4\times4$ representation of \eqref{clifford}, unitary or not. The matrices $C$, $\gamma^5C$ and $\gamma^\mu\gamma^5C$ are antisymmetric ($\gamma^\mu\gamma^5$ is proportional to a product of rank three), and $\gamma^\mu C$ and $\gamma^\mu\gamma^\nu C$ with $\mu\neq\nu$ are symmetric.

In $3+1$ dimensions every $4\times4$ representation has an invertible matrix $C$, unique up to a factor and antisymmetric, that turns solutions for charge $q$ into solutions for charge $-q$. It remains to see how this depends on dimension and matrix size, how $C$ changes between representations, and what conjugation does to energies, other quantum numbers and currents.
